# Primitive and centroid virial kinetic estimators: equal means, different variances

**Q.** A quantum particle is simulated as a ring of $P$ classical beads, and people compute its kinetic energy in two different ways. Before comparing them, I want to know where a kinetic energy comes from at all. The beads have no momenta in the formula.

**A.** It comes from the dependence of the partition function on the mass. Take one particle in one dimension, $H=T+V(x)$ with $T=p^2/2m$, at inverse temperature $\beta$. Let $V$ be a confining polynomial, that is, of even degree with positive leading coefficient. Split $e^{-\beta H}$ into $P$ factors $e^{-\beta V/2P}e^{-\beta T/P}e^{-\beta V/2P}$ and insert positions between them. The free-particle factor is

$$\langle x|e^{-\beta T/P}|y\rangle=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{1/2}\exp\Big[-\frac{mP(x-y)^2}{2\beta\hbar^2}\Big].$$

The trace closes the chain, so $x_{P+1}=x_1$, and

$$Z_P=\Big(\frac{mP}{2\pi\beta\hbar^2}\Big)^{P/2}\int d^Px\;e^{-\beta S-\beta U},$$

$$S=\frac{mP}{2\beta^2\hbar^2}\sum_{i=1}^P(x_i-x_{i+1})^2,\qquad U=\frac1P\sum_{i=1}^PV(x_i).$$

For the true partition function, $\partial H/\partial m=-T/m$ gives $\partial\ln Z/\partial m=-\beta\langle\partial H/\partial m\rangle=\beta\langle T\rangle/m$. At finite $P$ I therefore define

$$K_P=\frac m\beta\frac{\partial\ln Z_P}{\partial m}.$$

The prefactor contributes $P/(2m)$ to the derivative. Since $S\propto m$, the exponent contributes $-\beta\langle S\rangle/m$. Hence

$$K_P=\langle K_{\rm prim}\rangle,\qquad K_{\rm prim}=\frac P{2\beta}-S .$$

This is the primitive estimator. The averages are over the bead weight $e^{-\beta S-\beta U}$.

**Q.** The other estimator contains forces and no springs. Why should it have the same mean, and does it do so only when $P\to\infty$?

**A.** The means agree at every $P$, by a change of variables. Let $x_c=P^{-1}\sum_ix_i$ be the centroid. In the integral $I=\int d^Px\,e^{-\beta S-\beta U}$ substitute

$$x_i=y_c+s\,(y_i-y_c),\qquad s>0 .$$

The centroid direction is unchanged and the $P-1$ directions orthogonal to it are stretched by $s$, so the Jacobian is $s^{P-1}$. Differences between beads scale with $s$, so $S$ acquires $s^2$:

$$I=s^{P-1}\int d^Py\,\exp\Big[-\beta s^2S(y)-\frac\beta P\sum_iV\big(y_c+s(y_i-y_c)\big)\Big].$$

The left side does not depend on $s$. Differentiating at $s=1$ and dividing by $I$ gives

$$0=(P-1)-2\beta\langle S\rangle-\frac\beta P\Big\langle\sum_i(x_i-x_c)V'(x_i)\Big\rangle .$$

Define

$$W=\frac1{2P}\sum_i(x_i-x_c)V'(x_i).$$

Then the identity reads $\langle S\rangle=(P-1)/(2\beta)-\langle W\rangle$. Inserting it in $K_P=P/(2\beta)-\langle S\rangle$ leaves

$$K_P=\langle K_{\rm cv}\rangle,\qquad K_{\rm cv}=\frac1{2\beta}+W .$$

This is the centroid virial estimator. The term $1/(2\beta)$ is the classical kinetic energy of the one unscaled direction, and $\langle W\rangle$ is the quantum correction caused by the spread of the ring. Both estimators carry the same discretization error. Changing estimator does not cure a $P$ that is too small.

**Q.** Then the difference must lie in the noise. Can you find the primitive variance without solving a particular potential?

**A.** Yes, by differentiating once more with respect to mass. Multiply the mass in $S$ by $\lambda$ and let

$$J(\lambda)=\int d^Px\,e^{-\lambda\beta S-\beta U}.$$

The second derivative of $\ln J$ at $\lambda=1$ is $\beta^2\,{\rm Var}\,S$. Including the prefactor, $\ln Z_P(\lambda m)=\tfrac P2\ln\lambda+\ln J(\lambda)+{\rm const}$. The definition of $K_P$ gives $d\ln Z_P(\lambda m)/d\lambda=\beta K_P(\lambda m)/\lambda$. Therefore

$$\frac{d\ln J}{d\lambda}=\frac{\beta K_P(\lambda m)}\lambda-\frac P{2\lambda}.$$

Differentiate again and set $\lambda=1$:

$$\beta^2\,{\rm Var}\,S=\beta m\frac{\partial K_P}{\partial m}-\beta K_P+\frac P2 .$$

A constant shift and a sign do not alter a variance, so

$${\rm Var}\,K_{\rm prim}=\frac P{2\beta^2}-\frac1\beta\Big(K_P-m\frac{\partial K_P}{\partial m}\Big).$$

The first term comes from the $P$ Gaussian link factors. The estimator subtracts a spring energy of order $P/(2\beta)$ from the constant $P/(2\beta)$ to leave a kinetic energy that settles to a finite value.

**Q.** You have a term proportional to $P$, but $K_P$ and its mass derivative also depend on $P$. They might cancel the growth.

**A.** They cannot, and the scaling argument shows it. Put a function $A(x)$ into the integral before rescaling. The same differentiation at $s=1$ gives

$$(P-1)\langle A\rangle+\langle A'\rangle-2\beta\langle AS\rangle-2\beta\langle AW\rangle=0,$$

where $A'$ is the derivative of the rescaled $A$ with respect to $s$ at $s=1$. Subtract $\langle A\rangle$ times the identity without insertion, $(P-1)-2\beta\langle S\rangle-2\beta\langle W\rangle=0$. What remains is

$${\rm Cov}(A,S)+{\rm Cov}(A,W)=\frac{\langle A'\rangle}{2\beta}.$$

For $A=S$, $A'=2S$, so ${\rm Var}\,S=\langle S\rangle/\beta-{\rm Cov}(S,W)$. For $A=W$,

$$W'=W+R,\qquad R=\frac1{2P}\sum_i(x_i-x_c)^2V''(x_i),$$

so ${\rm Cov}(S,W)=\langle W+R\rangle/(2\beta)-{\rm Var}\,W$. Combining the two and using $\langle S\rangle=(P-1)/(2\beta)-\langle W\rangle$,

$${\rm Var}\,K_{\rm prim}={\rm Var}\,K_{\rm cv}+\frac{P-1}{2\beta^2}-\frac{3\langle W\rangle+\langle R\rangle}{2\beta}.$$

If ${\rm Var}\,W$, $\langle W\rangle$ and $\langle R\rangle$ stay bounded, the primitive variance grows linearly with slope $1/(2\beta^2)$. At $P=1$ there are no links and no spread, so both variances vanish.

**Q.** That moves the burden to the centroid virial estimator. It is a sum over $P$ beads too. Why does its variance not grow?

**A.** It is an average over beads, because of the factor $1/P$. From $(\sum_ia_i)^2\le P\sum_ia_i^2$,

$$W^2\le\frac1{4P}\sum_i(x_i-x_c)^2V'(x_i)^2 .$$

All beads are equivalent, so the mean of the right side equals that of one bead. Cauchy–Schwarz then gives

$${\rm Var}\,K_{\rm cv}\le\langle W^2\rangle\le\tfrac14\sqrt{\langle(x_1-x_c)^4\rangle\langle V'(x_1)^4\rangle}.$$

The triangle inequality for the norm $\|a\|_4=\langle a^4\rangle^{1/4}$ gives $\|x_1-x_c\|_4\le\|x_1\|_4+P^{-1}\sum_i\|x_i\|_4=2\|x_1\|_4$. Squaring this cancels the factor $\tfrac14$:

$${\rm Var}\,K_{\rm cv}\le\sqrt{\langle x_1^4\rangle\langle V'(x_1)^4\rangle}.$$

The same steps bound $|\langle W\rangle|$ by $\langle W^2\rangle^{1/2}$ and $|\langle R\rangle|$ by $2\sqrt{\langle x_1^4\rangle\langle V''(x_1)^2\rangle}$.

**Q.** You have still assumed that the moments of one bead stay finite as $P$ increases.

**A.** They do, and this can be proved from the free ring. Hold $x_1=x$ and remove the potential. The $P$ normalized links compose to a free propagation over the full $\beta$ that returns to $x$, which has weight $c=(m/2\pi\beta\hbar^2)^{1/2}$. The bead $j$ links away sits at $x+\xi_j$ with $\xi_j$ Gaussian of mean zero. It is tied to $x$ by $j$ links on one side and $P-j$ on the other. Inverse variances add, so

$$\frac1{v_j}=\frac{mP}{\beta\hbar^2}\Big(\frac1j+\frac1{P-j}\Big),\qquad v_j=\frac{\beta\hbar^2}m\,\frac jP\Big(1-\frac jP\Big)\le\frac{\beta\hbar^2}{4m}.$$

For $j=0$ the displacement is zero. Let $E$ denote the free-ring average and let $f\ge0$ be a polynomial. Convexity of the exponential gives

$$\exp\Big[-\frac\beta P\sum_jV(x+\xi_j)\Big]\le\frac1P\sum_je^{-\beta V(x+\xi_j)} .$$

Multiply by $f(x)$, integrate over $x$, and shift to $y=x+\xi_j$. Because $\xi_j$ is symmetric,

$$Z_P\langle f(x_1)\rangle\le c\int dy\,e^{-\beta V(y)}\frac1P\sum_jE f(y+\xi_j).$$

Jensen's inequality, $E e^X\ge e^{E X}$, bounds $Z_P$ from below:

$$Z_P\ge c\int dx\,\exp\Big[-\frac\beta P\sum_jE V(x+\xi_j)\Big].$$

Gaussian averages of polynomials are polynomials in the position and in $v_j$, and $v_j$ lies in an interval independent of $P$. The upper integral is thus bounded for all $P$. In the lower one, replace the average potential by the maximum of $E V(x+\xi)$ over that variance interval. The resulting integral is positive and independent of $P$. Dividing the two bounds controls $\langle x_1^4\rangle$, $\langle V'^4\rangle$ and $\langle V''^2\rangle$ uniformly, which completes the proof.

The argument uses the polynomial form of $V$. For a hard wall or a singular force the fourth force moment need not exist, and this proof then says nothing.

**Q.** Bounds can be generous. Show me a case in which both variances can be written down.

**A.** Take $V=\tfrac12m\omega^2x^2$ and put $u=\beta\hbar\omega$. Orthonormal Fourier modes $q_k$ of the ring, $k=0,\dots,P-1$, satisfy $\sum_ix_i^2=\sum_kq_k^2$ and

$$\sum_i(x_i-x_{i+1})^2=\sum_k\lambda_kq_k^2,\qquad\lambda_k=4\sin^2(\pi k/P).$$

The mode $k=0$ is the centroid. Since $\beta m\omega^2/P=(mP/\beta\hbar^2)(u/P)^2$, the total exponent is

$$\beta S+\beta U=\frac12\sum_k\frac{mP}{\beta\hbar^2}\Big[\lambda_k+\frac{u^2}{P^2}\Big]q_k^2=\frac12\sum_kg_k^2,$$

with independent standard normal variables $g_k$. Let $b_k=(u/P)^2/[\lambda_k+(u/P)^2]$ be the potential's share of mode $k$. Then

$$S=\frac1{2\beta}\sum_k(1-b_k)g_k^2,\qquad W=\frac1{2\beta}\sum_{k\ne0}b_kg_k^2 .$$

Each $g_k^2$ has mean 1 and variance 2, so

$${\rm Var}\,K_{\rm prim}=\frac1{2\beta^2}\sum_k(1-b_k)^2,\qquad{\rm Var}\,K_{\rm cv}=\frac1{2\beta^2}\sum_{k\ne0}b_k^2 .$$

Stiff modes have $b_k$ near zero. Each adds nearly a full unit to the first sum and almost nothing to the second. This is the mechanism in the harmonic case: the primitive estimator records the thermal noise of the stiff springs, and the virial one weights each mode by its response to the potential.

**Q.** What plateau does the second sum reach?

**A.** At fixed $k$, $b_k\to u^2/(u^2+4\pi^2k^2)$, with modes near $k=P$ playing the part of negative $k$. For $|k|\le P/2$, $\sin(\pi|k|/P)\ge2|k|/P$, so $b_k\le u^2/(u^2+16k^2)$. The squares of these bounds are summable, and the limit may be taken term by term. Start from the partial-fraction series

$$\sum_{k=-\infty}^\infty\frac1{u^2+4\pi^2k^2}=\frac{\coth(u/2)}{2u}.$$

Differentiate with respect to $u$ and multiply by $-u^3/2$:

$$\sum_{k=-\infty}^\infty\frac{u^4}{(u^2+4\pi^2k^2)^2}=\frac u4\coth\frac u2+\frac{u^2}{8\sinh^2(u/2)} .$$

The term $k=0$ equals 1 and has to be removed. Hence

$${\rm Var}\,K_{\rm cv}\to\frac1{2\beta^2}\Big[\frac u4\coth\frac u2+\frac{u^2}{8\sinh^2(u/2)}-1\Big].$$

For a cold oscillator, $u\gg1$, the bracket tends to $u/4-1$, so the plateau is $(\hbar\omega/8\beta)(1-4/u)$. The leading term $\hbar\omega/(8\beta)$ is approached slowly: at $u=8$ it is twice the true value. For a hot one, $b_k\approx u^2/(4\pi^2k^2)$ and $\sum_{k\ge1}k^{-4}=\pi^4/90$ give $u^4/(1440\beta^2)$: the noise disappears in the classical limit, where $K_{\rm cv}$ becomes the constant $1/(2\beta)$. The primitive variance in that limit is $(P-1)/(2\beta^2)$, because $b_k\to0$ for every $k\neq0$ at fixed $P$. It stays noisy even where there is nothing quantum to measure.

**Q.** So the virial estimator is quieter for every $P>1$?

**A.** No. Subtract the harmonic variances. The mode $k=0$ has $b_0=1$ and contributes to neither, while $(1-b_k)^2-b_k^2=1-2b_k$. The mean is $K_P=\sum_kb_k/(2\beta)$, so $\sum_{k\ne0}b_k=2\beta K_P-1$ and

$${\rm Var}\,K_{\rm prim}-{\rm Var}\,K_{\rm cv}=\frac{P+1-4\beta K_P}{2\beta^2}.$$

The general relation gives the same result, since $R=W$ for this potential. The primitive estimator is quieter when $P<4\beta K_P-1$. Replacing $K_P$ by its limit $(\hbar\omega/4)\coth(u/2)$ estimates the crossover as $P\approx u\coth(u/2)-1$. For $u=8$ this gives about 7 beads, which is too high because $K_P$ is still well below its limit on so coarse a ring. The exact condition is $P+1<2\sum_kb_k$. At $P=5$ the right side is 6.26 and the condition holds; at $P=6$ it is 6.66 and the condition fails. The crossover therefore lies between 5 and 6 beads. With $\hbar=m=\omega=1$, the variances at $P=4$ are 0.0037 for the primitive and 0.0089 for the virial estimator. At $P=8$ they are 0.0234 and 0.0091. The primitive advantage occurs on a coarse ring: at the last bead number where it holds, $K_P$ is below its limit by 22% for $u=8$ ($P=5$), 17% for $u=20$ ($P=15$) and 14% for $u=100$ ($P=85$). For $u<4$ there is no such advantage at all. Since $2P\sin(\pi/P)\ge4$ for $P\ge2$, every $b_k$ with $k\ne0$ is then below $\tfrac12$, and the virial estimator is quieter for every $P>1$.

**Q.** I would like numbers for an anharmonic potential, with the sampling cost.

**A.** Use $\hbar=m=1$, $\beta=8$ and $V=x^2/2+x^3/5+x^4/10$. The means and variances below come from transfer matrices on a position grid, so they have no sampling noise.

| $P$ | $K_P$ | Var prim | Var cv |
|---:|---:|---:|---:|
| 4 | 0.1835 | 0.0029 | 0.0127 |
| 8 | 0.2436 | 0.0197 | 0.0161 |
| 16 | 0.2734 | 0.0734 | 0.0165 |
| 64 | 0.2862 | 0.4441 | 0.0162 |
| 256 | 0.2871 | 1.9438 | 0.0162 |

Diagonalizing the Hamiltonian gives $K=0.28719$ and $m\,\partial K/\partial m=-0.16253$. The predicted large-$P$ offset of the primitive variance is

$$-\frac{0.28719+0.16253}{8}=-0.05621 .$$

At $P=256$ the link term is $256/(2\cdot8^2)=2$, so the prediction is $1.9438$, as in the table. The virial variance passes through a shallow maximum of 0.0165 near $P=14$, between the tabulated rows, and then settles towards 0.0162. It is bounded, but not monotonic.

The single-bead moment bound at $P=256$ is 2.2, and the two free-ring integrals, with the ring averages taken at that $P$, give about $7\times10^6$. The bound that holds for all $P$ at once, with the maximum over the variance interval, is larger still. It excludes unbounded growth, but none of these bounds estimates the noise.

**Q.** How does a variance become a cost?

**A.** For $N$ independent configurations the standard error of the mean is $\sigma=\sqrt{{\rm Var}/N}$, so $N={\rm Var}/\sigma^2$. Ask for $\sigma$ equal to 1% of $K_P$ at $P=64$, which means $\sigma=0.002862$ and $\sigma^2=8.193\times10^{-6}$. Then

$$N_{\rm prim}=\frac{0.4441}{8.193\times10^{-6}}\approx54\,200,\qquad N_{\rm cv}=\frac{0.01624}{8.193\times10^{-6}}\approx1980 .$$

The ratio is 27. If producing one configuration costs $P$ bead updates, multiply by 64: about $3.5\times10^6$ updates against $1.3\times10^5$. At large $P$ the work scales as $P^2$ for the primitive estimator and as $P$ for the virial one. From $P=128$ to 256 the computed work rises by factors of 4.1 and 2.0.

**Q.** Could I save the expense by keeping $P$ small?

**A.** Only within the discretization error you accept. Relative to the diagonalized value, $K_P$ is low by 36% at $P=4$, by 1.3% at $P=32$ and by 0.33% at $P=64$. A 1% statistical error at $P=4$ would be a precise answer to the wrong problem. The bead number is set by this bias first, and the estimator is then chosen at that $P$.

**Q.** Your cost count assumes independent configurations. A real simulation produces correlated ones.

**A.** Then $N$ must be read as an effective number of independent configurations, which depends on the sampler and may differ between the two estimators. The variance results do not determine correlation times. The count also leaves out the evaluation of $V'$. This adds nothing if the sampler already computes forces, but it is an extra cost if it uses energies alone.

For independent configurations there is a direct check: 20,000 rings with $P=32$, drawn from the bead weight on the grid, with both estimators evaluated on the same rings. The primitive average is $0.2896\pm0.0031$ and the virial average is $0.2822\pm0.0009$, where the uncertainties are one standard error. The common mean is 0.2834, so the deviations are about 2.0 and 1.4 standard errors. The sampled variances, 0.194 and 0.0161, agree with the transfer-matrix values 0.195 and 0.0163 within the tested sampling error. The numerical output gives the remaining bead numbers.

## Numbers as computed

```
Reduced units: hbar = mass = 1; energies E, variances E^2
beta = 8.0 1/E; V coefficients x^2, x^3, x^4 (E): [0.5 0.2 0.1]
Kinetic energy from diagonalization = 0.287187 E
mass*dK/dmass from diagonalization = -0.162528 E
Anharmonic: P, mean prim, mean cv (E), var prim, var cv (E^2)
   4 0.183495 0.183495 0.002922 0.012681
   8 0.243551 0.243551 0.019656 0.016072
  16 0.273396 0.273396 0.073356 0.016456
  32 0.283448 0.283448 0.195066 0.016310
  64 0.286231 0.286231 0.444117 0.016236
 128 0.286946 0.286946 0.943869 0.016214
 256 0.287127 0.287127 1.943807 0.016208
1/(2 beta^2) = 0.0078125 E^2 per bead
Primitive growth, P=128 to 256 = 0.0078120 E^2 per bead
Primitive variance offset, P->inf = -0.056214 E^2
Centroid virial variance, extrapolated = 0.016206 E^2
Error ratio of mean, P=128 over 256 = 3.994
Successive change ratio of var cv = 3.838
Bounds on var cv (E^2): P, bead-moment bound, convexity bound
   4 0.6619 5.179e+06
  32 2.1011 6.915e+06
 256 2.2038 6.944e+06
For standard error of 1% of K_P: P, configurations prim, cv,
     bead updates prim, cv, variance ratio prim/cv
   4 868 3766 3472 1.506e+04 0.230
   8 3314 2709 2.651e+04 2.168e+04 1.223
  16 9814 2202 1.57e+05 3.523e+04 4.458
  32 24279 2030 7.769e+05 6.496e+04 11.960
  64 54208 1982 3.469e+06 1.268e+05 27.354
 128 114633 1969 1.467e+07 2.521e+05 58.214
 256 235779 1966 6.036e+07 5.033e+05 119.928
Drawn paths: P = 32, number = 20000
  prim mean 0.2896 E, var 0.1942 E^2, std error 0.00312 E
  cv   mean 0.2822 E, var 0.01607 E^2, std error 0.00090 E
Harmonic, omega = 1, u = 8.0: P, var prim, var cv (E^2)
   4 0.003689 0.008898
   8 0.023424 0.009064
  64 0.453329 0.007937
 256 1.953187 0.007909
Harmonic var cv, P->inf = 0.007907 E^2
Harmonic primitive offset, P->inf = -0.046823 E^2
Harmonic crossover estimate u*coth(u/2)-1 = 7.005 beads
```
